\section*{When linear mixing of a self-consistent density converges}

Two electrons of opposite spin share two equivalent sites. An electron hops between the sites with amplitude $-t$, where $t>0$, and in the mean-field description site $i$ carries the potential $g(n_i-1)$, where $n_i$ is its occupation and $g$ is an interaction strength. The total occupation is two, so one number $d$ describes the density: $n_1=1+d$, $n_2=1-d$. The Hamiltonian built from this density is
\begin{equation}
H(d)=\begin{pmatrix} gd & -t\\ -t & -gd\end{pmatrix},
\qquad E_\pm=\pm W,\qquad W=\sqrt{g^2d^2+t^2}.
\end{equation}
Both electrons occupy the lower orbital, with real amplitudes $(a,b)$. The first row of $H(a,b)^T=-W(a,b)^T$ gives $b/a=(W+gd)/t$. Normalization then gives
\begin{equation}
a^2=\frac{t^2}{t^2+(W+gd)^2}
=\frac{(W-gd)(W+gd)}{2W(W+gd)}=\frac{W-gd}{2W}.
\end{equation}
The numerator was rewritten with $t^2=W^2-g^2d^2$, and the denominator with $t^2+W^2+2Wgd+g^2d^2=2W^2+2Wgd$. The output occupation of site 1 is $2a^2=1-gd/W$, so an input displacement $d$ produces the output displacement
\begin{equation}
F(d)=-\frac{g\,d}{\sqrt{g^2d^2+t^2}} .
\end{equation}

A self-consistent density satisfies $F(d)=d$, and $d=0$ is one solution. Linear mixing searches for a solution by moving a fraction $\alpha>0$ of the way from input to output:
\begin{equation}
d_{k+1}=d_k+\alpha\,[F(d_k)-d_k].
\end{equation}
For small $d$ the root differs from $t$ only by a term of order $d^2$, so $F(d)\approx-(g/t)d$ and
\begin{equation}
d_{k+1}\approx(1-\alpha\varepsilon)\,d_k,\qquad \varepsilon=1+\frac gt .
\label{two}
\end{equation}
The displacement is itself the error here. It shrinks by a fixed factor per step if $|1-\alpha\varepsilon|<1$, that is, if $0<\alpha\varepsilon<2$.

Hartree atomic units are used for the numbers. Take $t=0.10$ hartree and a repulsion $g=0.30$ hartree. Then $\varepsilon=1+3=4$ and the limit is $\alpha=2/4=0.5$. At $\alpha=0.4$ the factor is $1-1.6=-0.6$, and the iteration started at $d=0.01$ runs through $-0.005995$, $0.003596$, $-0.002157$. Repulsion makes the output overcorrect: an excess $d$ on site 1 raises the potential there, and the output displacement is about $-3d$. The sign alternates because a step of $0.4$ of the way from $d$ to $-3d$ passes zero, that is, because $\alpha\varepsilon>1$; for $\alpha<1/\varepsilon=0.25$ the factor is positive and the sign is kept. At $\alpha=0.6$ the factor is $1-2.4=-1.4$ and the oscillation grows. Nonlinearity stops the growth in a cycle $d\to-d\to d$. Setting $d_{k+1}=-d_k$ in the mixing rule gives
\begin{equation}
-d=(1-\alpha)d-\frac{\alpha g d}{W}
\quad\Longrightarrow\quad
W=\frac{\alpha g}{2-\alpha}=\frac{0.18}{1.4}=0.1286\ \text{hartree},
\end{equation}
and $|d|=\sqrt{W^2-t^2}/|g|=0.269$, which is where the computed iteration ends.

An attraction behaves differently. With $g=-0.15$ hartree, $\varepsilon=1-1.5=-0.5$, and the factor $1+0.5\alpha$ exceeds one for every positive $\alpha$. A smaller step slows the departure from $d=0$ but does not prevent it. At $\alpha=0.5$ the iteration started at $d=10^{-6}$ goes to another solution. For $d\neq0$ the condition $F(d)=d$ requires $W=-g=|g|$, hence $d^2=1-t^2/g^2=0.5556$ and $d=0.745$. The slope of $F$ is
\begin{equation}
F'(d)=-g\left(\frac1W-\frac{g^2d^2}{W^3}\right)=-\frac{g\,t^2}{W^3},
\end{equation}
which equals $t^2/g^2$ at $W=|g|=-g$. There $\varepsilon=1-F'=1-t^2/g^2=0.556$ is positive, and the factor at $\alpha=0.5$ is $1-0.278=0.722$.

The edges of the allowed range need care. Take $g=-t$ and $\alpha=1$, so that $\varepsilon=0$. The mixing rule becomes $d_{k+1}=d_k/\sqrt{1+d_k^2}$. Squaring and inverting gives
\begin{equation}
\frac1{d_{k+1}^2}=\frac1{d_k^2}+1
\quad\Longrightarrow\quad
|d_k|=\frac{|d_0|}{\sqrt{1+k\,d_0^2}} .
\label{edge}
\end{equation}
The error tends to zero although $\varepsilon$ is not positive. For $g=+t$ and $\alpha=1$ we have $\varepsilon=2$ and $\alpha=2/\varepsilon$, the upper edge. The rule is the same except for a minus sign, so (\ref{edge}) holds again. From $d_0=0.5$ the error is still $0.032$ after 1000 steps in both cases. If any approach to zero counted as convergence, the conditions $\varepsilon>0$ and $\alpha<2/\varepsilon$ would therefore not be necessary. They are necessary and sufficient for geometric convergence, and local convergence will have that meaning here: there are constants $C$ and $q<1$ such that
\begin{equation}
|e_k|\le C\,q^k\,|e_0|
\label{def}
\end{equation}
for every sufficiently small allowed initial error $e_0$ and every $k$.

Now let the density be a vector $n$ of occupations on many sites, with an even number $N$ of electrons in doubly filled real orbitals. The Hamiltonian is a fixed real symmetric matrix $h$ plus a diagonal potential $v_i(n)$ that depends smoothly on $n$. Filling its lowest $N/2$ orbitals gives the output density $F(n)$. Let $n^*=F(n^*)$ be a solution with a gap between filled and empty levels. The gap makes $F$ smooth near $n^*$, because the space spanned by the filled orbitals then changes smoothly with the Hamiltonian. If the gap closes, a filled and an empty level can exchange roles, $F$ can jump, and the argument below does not apply.

Write $n_k=n^*+e_k$. Taylor's theorem gives $F(n^*+e)=n^*+F'e+r(e)$, where $F'$ is the matrix of derivatives $\partial F_i/\partial n_j$ at $n^*$ and $|r(e)|\le c|e|^2$ for small $e$. Subtracting $n^*$ from both sides of the mixing rule $n_{k+1}=n_k+\alpha[F(n_k)-n_k]$ gives
\begin{align}
e_{k+1}&=e_k+\alpha\,[\,n^*+F'e_k+r(e_k)-n^*-e_k\,]\nonumber\\
&=(1-\alpha\varepsilon)\,e_k+\alpha\,r(e_k),\qquad \varepsilon=1-F'.
\label{prop}
\end{align}
To leading order, linear mixing propagates the error with the matrix $M=1-\alpha\varepsilon$. The same expansion shows what $\varepsilon$ means: the residual $F(n)-n$ is $-\varepsilon e$ to first order, so along an eigenvector it is the required correction $-e$ multiplied by the eigenvalue $\lambda$. The choice $\alpha=1/\lambda$ would remove that one component in a single step, to first order. The difficulty is that one $\alpha$ must serve all components.

The matrix $F'$ follows from the chain rule. A density change $\delta n$ changes the potential by $\delta v=K\,\delta n$, with $K_{ij}=\partial v_i/\partial n_j$, and the potential change alters the output density by $\chi_0\,\delta v$. Hence
\begin{equation}
F'=\chi_0K,\qquad \varepsilon=1-\chi_0K .
\end{equation}
I take $K$ to be symmetric, as it is when $v_i$ is the derivative of an interaction energy with respect to $n_i$. To find $\chi_0$, let $\psi_a$ be a filled orbital with energy $E_a$, and suppose first that the levels are not degenerate. First-order perturbation theory gives
\begin{equation}
\delta\psi_a=\sum_{m\ne a}\psi_m\frac{\langle m|\delta v|a\rangle}{E_a-E_m}.
\end{equation}
The density is $n_i=2\sum_a\psi_a(i)^2$, so
\begin{equation}
\delta n_i=4\sum_a\psi_a(i)\,\delta\psi_a(i)
=4\sum_a\sum_{m\neq a}\psi_a(i)\psi_m(i)\frac{\langle m|\delta v|a\rangle}{E_a-E_m}.
\end{equation}
One factor of two is the spin and the other comes from differentiating the square. If $m$ is also filled, the terms $(a,m)$ and $(m,a)$ have equal numerators and opposite denominators, and they cancel. Only empty orbitals $b$ remain. With $\langle b|\delta v|a\rangle=\sum_j\psi_b(j)\psi_a(j)\,\delta v_j$,
\begin{equation}
(\chi_0)_{ij}=4\sum_{a\,\text{filled}}\ \sum_{b\,\text{empty}}
\frac{\psi_a(i)\psi_b(i)\,\psi_a(j)\psi_b(j)}{E_a-E_b}.
\label{chi}
\end{equation}
A degeneracy within the filled or within the empty levels does not change this. A small change of $h$ lifts it, and both sides vary continuously while the gap stays open.

For the two sites at $d=0$ the orbitals are $(1,\pm1)/\sqrt2$, their product is $(1,-1)/2$, and $E_a-E_b=-2t$. The potential change $gd\,(1,-1)$ has the overlap $gd$ with this product, so the density change is $4\cdot\tfrac12(1,-1)\,gd/(-2t)=-(g/t)\,d\,(1,-1)$. This reproduces (\ref{two}).

Which errors are allowed? Every output density sums to $N$. If the input sums to $N+s$, the next input sums to $N+(1-\alpha)s$, so an error in the total charge is multiplied by $1-\alpha$ at each step and decays if $0<\alpha<2$. I start with the correct total. The components of $e_k$ then sum to zero at every step, and all eigenvalues below are those of $\varepsilon$ acting on such neutral errors. The restriction is consistent: summing (\ref{chi}) over $i$ gives zero because $\psi_a$ and $\psi_b$ are orthogonal, so $\varepsilon$ turns neutral vectors into neutral vectors.

The product $\chi_0K$ is generally not symmetric, yet its eigenvalues are real. Define the matrix $A$ with one column for each pair $(a,b)$ by
\begin{equation}
A_{i,ab}=\frac{2\,\psi_a(i)\psi_b(i)}{\sqrt{E_b-E_a}},
\qquad\text{so that}\qquad \chi_0=-AA^T,\quad \varepsilon=1+AA^TK .
\end{equation}
The minus sign appears because $E_a-E_b$ is negative. Let $AA^TKu=\nu u$ with $\nu\ne0$ and $u\neq0$, and put $w=A^TKu$. Then $Aw=\nu u\ne0$, so $w\neq0$, and
\begin{equation}
(A^TKA)\,w=A^TK(\nu u)=\nu w .
\end{equation}
The matrix $A^TKA$ is real and symmetric, so $\nu$ is real, and so is $\lambda=1+\nu$. Multiplying the last equation by $w^T$ gives $\nu\,w^Tw=(Aw)^TK(Aw)$. If $K$ is positive definite, as for a purely repulsive Hartree interaction of the kind used below, then $\nu>0$. Including the possibility $\nu=0$, every eigenvalue satisfies $\lambda\ge1$. A negative $\lambda$ requires $\nu<-1$, which means a density pattern for which $K$ is attractive and the response is strong enough for the output to exceed the input in the same direction.

It remains to connect the eigenvalues $\mu=1-\alpha\lambda$ of $M$ with (\ref{def}). Suppose first that all of them satisfy $|\mu|\le\rho<1$. The eigenvectors of $M$ need not be orthogonal, so $M$ may lengthen some vectors in the ordinary norm, and a better measure of length is needed. Every square matrix can be written as $M=QTQ^\dagger$ with $Q$ unitary and $T$ upper triangular, the eigenvalues standing on the diagonal of $T$. Let $S=\mathrm{diag}(1,\delta,\delta^2,\dots)$ with $\delta>0$. Then
\begin{equation}
(S^{-1}TS)_{ij}=T_{ij}\,\delta^{\,j-i},
\end{equation}
so the diagonal is unchanged and the elements above it become as small as desired when $\delta$ is small. With the length $\|e\|=|S^{-1}Q^\dagger e|$,
\begin{equation}
\|Me\|=|(S^{-1}TS)\,S^{-1}Q^\dagger e|\le(\rho+\eta)\,\|e\| ,
\end{equation}
where $\eta$ is the contribution of the elements above the diagonal. Choose $\delta$ so that $\rho+\eta<1$. The two lengths differ at most by constant factors, so $\|r(e)\|\le c'\|e\|^2$, and (\ref{prop}) gives
\begin{equation}
\|e_{k+1}\|\le\bigl(\rho+\eta+\alpha c'\|e_k\|\bigr)\,\|e_k\| .
\end{equation}
For a small enough start the bracket is at most some $q<1$. The next error is then smaller still, the same bound applies to it, and by induction $\|e_k\|\le q^k\|e_0\|$. Returning to the ordinary length introduces the constant $C$ of (\ref{def}).

Conversely, suppose that (\ref{def}) holds but some eigenvalue has $|\mu|\ge1$. Since $\mu$ is real, it has a real neutral eigenvector $u$, taken with $|u|=1$. Start from $e_0=su$. For a fixed number of steps $k$, repeated use of (\ref{prop}) gives $e_k=s\mu^ku+O(s^2)$. Inserting this in (\ref{def}), dividing by $s$ and letting $s\to0$ gives $|\mu|^k\le Cq^k$. This must hold for every $k$, but the left side is at least one and the right side tends to zero. The contradiction shows that local convergence holds if and only if every $|\mu|<1$.

For real $\lambda$ the condition reads
\begin{equation}
-1<1-\alpha\lambda<1\quad\Longleftrightarrow\quad 0<\alpha\lambda<2 .
\end{equation}
With $\alpha>0$ the left inequality on $\alpha\lambda$ requires $\lambda>0$, and the right one requires $\alpha<2/\lambda$. Both must hold for every eigenvalue, and the largest one sets the tightest limit:
\begin{equation}
\text{all }\lambda>0\qquad\text{and}\qquad 0<\alpha<\frac{2}{\lambda_{\max}} .
\label{result}
\end{equation}
The two conditions guard against different failures. Too large an $\alpha$ causes an oscillating overshoot, which a smaller step cures. A negative eigenvalue causes growth without oscillation, which no positive step cures. The condition (\ref{result}) refers to exactly neutral errors. If all $\lambda$ are below one, the bound $2/\lambda_{\max}$ exceeds two. For $\alpha>2$ the small error in the total charge left by rounding is then multiplied by $1-\alpha$ at each step and grows. With two sites, $g=-0.05$ hartree and $\alpha=3$, the bound is $4$, yet an iteration on both occupations multiplies the charge error by $-2$ per step and diverges. In a computation one must therefore also keep $\alpha<2$ or restore the total charge at every step.

Within the allowed range, the slowest component decides the speed. As a function of $\lambda$, $|1-\alpha\lambda|$ is largest at one end of the spectrum, so the factor to minimize is the larger of $1-\alpha\lambda_{\min}$ and $\alpha\lambda_{\max}-1$. The first falls with $\alpha$ and the second rises, so the best choice makes them equal:
\begin{equation}
\alpha_{\rm best}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\rho_{\rm best}=1-\frac{2\lambda_{\min}}{\lambda_{\min}+\lambda_{\max}}
=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .
\end{equation}
For large $\kappa$, $\ln\rho_{\rm best}\approx-2/\kappa$, so reducing the error tenfold takes about $(\kappa/2)\ln10$ steps. A wide spectrum makes linear mixing slow even at its best step.

A chain of eight sites with eight electrons shows several components at once. The hopping is again $0.10$ hartree and the spacing is $4$ bohr. The potential of the net charges on all sites, the site's own charge included, is $\sum_jK_{ij}(n_j-1)$ with $K_{ij}=1/\sqrt{R_{ij}^2+a^2}$ and $a=2$ bohr, which gives $0.50$ hartree on a site and $0.224$ hartree between neighbours. Site energies of $-0.10$ and $0.05$ hartree on the first and fourth sites make the density uneven. At the self-consistent density the gap is $0.070$ hartree, and the eigenvalues of $\varepsilon$ on the seven neutral directions are
\begin{equation}
1.762,\quad 1.848,\quad 1.935,\quad 2.792,\quad 3.183,\quad 3.853,\quad 5.138 .
\end{equation}
None is below one, as required for this positive definite $K$. The limit is $2/5.138=0.389$. At $0.95$ of it, $\alpha\lambda_{\max}=1.90$ and the predicted error factor is $0.900$; at $1.05$ of it, $\alpha\lambda_{\max}=2.10$ and the factor is $1.100$. The full nonlinear iteration, started from small neutral errors, gives $0.900$ and $1.100$. The best step is $2/(1.762+5.138)=0.290$. With $\kappa=2.917$ its factor is $1.917/3.917=0.489$. An error composed of the two extreme eigenvectors shrinks by this factor per step when averaged over an even number of steps. Single steps reduce its length unequally, because the two components have factors of opposite sign and the eigenvectors are not orthogonal. At the average rate a tenfold reduction takes $3.2$ steps, against $22$ steps at $0.95$ of the limit. The numerical check also compares $\chi_0K$ with a finite-difference derivative of $F$, and it finds that halving the error divides the remainder in (\ref{prop}) by $4.00$, as a quadratic term requires.

Finally, reverse the sign of $K$ and set the site energies to zero. The uniform density $n_i=1$ is then self-consistent. Its potential vanishes, and changing the sign of an orbital on every second site turns a level $E$ into $-E$ without changing the orbital's density. Filled and empty orbitals therefore contribute equally on each site. Together their squares sum to one, so the filled ones give $\tfrac12$, doubled by spin. The eigenvalues of $\varepsilon$ now run from $-3.260$ to $0.251$, four negative and three positive. Along the lowest eigenvector the predicted factor $1+3.260\,\alpha$ is $1.033$, $1.326$ and $1.978$ for $\alpha=0.01$, $0.1$ and $0.3$, and the measured growth agrees to these digits. A negative $\alpha$ would not help, because it would amplify the three components with positive eigenvalues. With both signs present, no single mixing parameter makes this solution locally convergent.

\section*{Calculated quantities}
\begin{verbatim}
Two sites: hopping t = 0.10 hartree
repulsive g = 0.30 hartree: eps = 4.0000
  limit of alpha = 0.5000
  alpha 0.4: measured error factor = -0.6000
  alpha 0.4: d = 0.010000 -0.005995 0.003596 -0.002157 0.001294
  alpha 0.6: measured error factor = -1.4000
  alpha 0.6: d = 0.010000 -0.013992 0.019567 -0.027333 0.038101
  alpha 0.6: final two-cycle |d| = 0.269374
attractive g = -0.15 hartree: eps at d=0 = -0.5000
  alpha 0.5 from d=1e-6 ends at d = 0.745356
  eps at that solution = 0.5556
Edges, alpha = 1, start d = 0.5, |d| after 10, 100, 1000 steps:
  g = -t: 0.267261 0.098058 0.031560
  g = +t: 0.267261 0.098058 0.031560
Chain: 8 sites, 8 electrons, t = 0.10 hartree
spacing = 4.0 bohr, softening = 2.0 bohr
site energies (hartree): -0.10 0.00 0.00 0.05 0.00 0.00 0.00 0.00
K on site = 0.5000, neighbours = 0.2236 hartree
fixed-point occupations: 1.1845 0.9131 1.0352 0.8907 1.0160 0.9819 0.9963 0.9824
gap at fixed point = 0.07001 hartree
largest |F' - chi0 K| element = 8.7e-10
eigenvalues of eps: 1.7617 1.8482 1.9354 2.7922 3.1829 3.8528 5.1381
limit 2/lambda_max = 0.38925
condition number kappa = 2.9165
remainder ratio on halving the error = 4.003
case, alpha, predicted factor, measured factor:
  0.95 of limit: 0.36979 0.90000 0.90000
  1.05 of limit: 0.40871 1.10000 1.10000
  best alpha: 0.28986 0.48934 0.48935
steps per factor 10, 0.95 of limit: 21.85
steps per factor 10, best alpha: 3.22
Attractive chain (K reversed, site energies zero), uniform density
gap = 0.06946 hartree
eigenvalues of eps: -3.2600 -1.9110 -1.2137 -0.8027 0.0592 0.1775 0.2508
alpha, predicted growth, measured growth:
  0.01 1.03260 1.03260
  0.10 1.32600 1.32600
  0.30 1.97799 1.97799
\end{verbatim}
